# Why the Tamm-Dancoff approximation does not give the electron-gas plasmon: verification in Python

```python
"""
Result under test: in the 3D uniform electron gas with direct Coulomb coupling,
the RPA collective frequency tends to omega_p as q -> 0, while the Tamm-Dancoff
(TDA) frequency, without de-excitation amplitudes, tends to 3 omega_p^2/(4 kF q)
and never falls below sqrt(2) omega_p.
Symbols (Hartree atomic units inside the program, eV in the output):
  rs density parameter, n density, kF Fermi wave number, q wave number,
  v = 4 pi/q^2, S0 structure factor of the filled Fermi sphere,
  K = v n S0 collective coupling, ebar = q^2/(2 S0) mean pair energy,
  X, Y excitation and de-excitation amplitudes.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
rs = 3.0
n = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * n) ** (1 / 3)
wp = np.sqrt(4 * np.pi * n)
nodes, weights = np.polynomial.legendre.leggauss(160)


def mapped(a, b):
    return 0.5 * (b - a) * nodes + 0.5 * (a + b), 0.5 * (b - a) * weights


def S0(q):
    return 3 * q / (4 * kF) - q**3 / (16 * kF**3)


def K_and_ebar(q):
    return wp**2 * S0(q) / q**2, q**2 / (2 * S0(q))


def pair_density(q):
    """Energies and integration weights from the derived pair density."""
    split, top = kF * q - q**2 / 2, kF * q + q**2 / 2
    e1, w1 = mapped(0, split)
    e2, w2 = mapped(split, top)
    d1 = e1 / (2 * np.pi**2 * q)
    d2 = (kF**2 - (e2 / q - q / 2) ** 2) / (4 * np.pi**2 * q)
    return np.r_[e1, e2], np.r_[w1 * d1, w2 * d2], top


def tda_root(q, local_kernel=0.0):
    e, w, top = pair_density(q)
    c = 4 * np.pi / q**2 + local_kernel
    upper = 1.01 * (c * w.sum() + top)
    return brentq(lambda x: c * np.sum(w / (x - e)) - 1,
                  top * (1 + 1e-9), upper, xtol=1e-14, rtol=1e-14)


def rpa_root(q):
    e, w, top = pair_density(q)
    c = 4 * np.pi / q**2
    upper = 1.01 * np.sqrt(wp**2 + top**2)
    return brentq(lambda x: c * np.sum(w * 2 * e / (x**2 - e**2)) - 1,
                  top * (1 + 1e-9), upper, xtol=1e-14, rtol=1e-14)


def sphere_integral(q, g):
    """Pair integral taken directly over k: k occupied, k+q empty (q < kF)."""
    total = 0.0
    ks, wk = mapped(kF - q, kF)
    for k, w in zip(ks, wk):
        mu_min = max(-1.0, (kF**2 - k**2 - q**2) / (2 * k * q))
        mu, wm = mapped(mu_min, 1.0)
        total += w * k**2 * np.sum(wm * g(k * q * mu + q**2 / 2))
    return total / (2 * np.pi**2)


# Pair density, moments and response integrals against direct k integration
for x in (0.1, 0.3, 0.7):
    q = x * kF
    e, w, top = pair_density(q)
    z = 1.5 * top
    for g in (lambda t: 1 / (z - t), lambda t: 2 * t / (z**2 - t**2)):
        assert np.isclose(sphere_integral(q, g), np.sum(w * g(e)), rtol=1e-6)
    assert np.isclose(sphere_integral(q, np.ones_like), n * S0(q), rtol=1e-6)
    assert np.isclose(sphere_integral(q, lambda t: t), n * q**2 / 2, rtol=1e-6)

print(f"rs = {rs:.1f} bohr, density n = {n:.6f} bohr^-3")
print(f"kF = {kF:.5f} bohr^-1, hbar omega_p = {wp*EV:.4f} eV")
print(f"sqrt(2) omega_p = {np.sqrt(2)*wp*EV:.4f} eV")
print(f"TDA limit of omega*(q/kF) = {0.75*wp**2/kF**2*EV:.4f} eV")

print("Infinite gas: q/kF, K, ebar, K+ebar, TDA, RPA (eV), TDA*(q/kF) (eV)")
for x in (0.4, 0.2, 0.1, 0.05, 0.025):
    q = x * kF
    K, ebar = K_and_ebar(q)
    t, r = tda_root(q), rpa_root(q)
    assert t > r
    print(f"{x:.3f} {K*EV:9.4f} {ebar*EV:7.4f} {(K+ebar)*EV:9.4f} "
          f"{t*EV:9.4f} {r*EV:8.4f} {t*x*EV:8.4f}")

# Small-q laws, including the first term beyond K + ebar
q = 0.05 * kF
K, ebar = K_and_ebar(q)
cubic = (tda_root(q) - K - ebar) / q**3
assert abs(cubic / (np.pi / 18) - 1) < 0.03
rpa_slope = (rpa_root(q) ** 2 - wp**2) / (kF * q) ** 2
assert abs(rpa_slope - 0.6) < 0.01
q_small = 0.005 * kF
assert abs(tda_root(q_small) * q_small * 4 * kF / (3 * wp**2) - 1) < 1e-3
assert abs(rpa_root(q_small) / wp - 1) < 1e-4
print(f"At q=0.05 kF: cubic TDA coefficient = {cubic:.5f} a.u.")
print(f"Predicted cubic coefficient pi/18 = {np.pi/18:.5f} a.u.")
print(f"At q=0.05 kF: (omega_RPA^2-omega_p^2)/(kF q)^2 = {rpa_slope:.5f}")

# Lower bound over a range of wave numbers
scan = np.linspace(0.02, 0.80, 79)
tda_scan = np.array([tda_root(x * kF) for x in scan])
bound = np.array([sum(K_and_ebar(x * kF)) for x in scan])
assert np.all(tda_scan >= bound * (1 - 1e-10))
assert np.all(tda_scan >= np.sqrt(2) * wp)
i = np.argmin(tda_scan)
print(f"Smallest TDA frequency for q/kF in 0.02-0.80: {tda_scan[i]*EV:.4f} eV"
      f" at q/kF = {scan[i]:.2f}")

# Local exchange kernel leaves the divergence in place
fx = -np.pi / kF**2
step = 1e-4 * n
vx = lambda dens: -(3 * dens / np.pi) ** (1 / 3)
assert np.isclose((vx(n + step) - vx(n - step)) / (2 * step), fx, rtol=1e-6)
shift = tda_root(q, fx) - tda_root(q)
assert abs(shift / (fx * n * S0(q)) - 1) < 0.01
print(f"Local-exchange shift of TDA at q=0.05 kF = {shift*EV:.4f} eV")


def box(R):
    """Closed-shell periodic box, radius R in units of q = 2 pi/L."""
    m = np.arange(-R - 1, R + 2)
    mx, my, mz = np.meshgrid(m, m, m, indexing="ij")
    occupied = mx**2 + my**2 + mz**2 <= R**2
    N = 2 * int(occupied.sum())
    V = N / n
    q = 2 * np.pi / V ** (1 / 3)
    up = occupied & (mx**2 + my**2 + (mz + 1) ** 2 > R**2)
    down = occupied & (mx**2 + my**2 + (mz - 1) ** 2 > R**2)
    e_plus = q**2 * (mz[up] + 0.5)
    e_minus = q**2 * (-mz[down] + 0.5)
    coupling = 2 * (4 * np.pi / q**2) / V
    return N, q, e_plus, e_minus, coupling


print("Boxes: electrons, pairs, q/kF, TDA (eV), RPA (eV), sum Y^2")
details = []
for R in (5, 10, 20):
    N, q, ep, em, g = box(R)
    size = len(ep)
    G = np.full((size, size), g)
    wt, Xt = np.linalg.eigh(np.diag(ep) + G)
    root_e = np.sqrt(ep)
    # Hermitian form of the RPA problem; A - B is the diagonal of pair energies
    w2, Z = np.linalg.eigh(np.diag(ep**2) + 2 * g * np.outer(root_e, root_e))
    wr = np.sqrt(w2)
    plus = root_e[:, None] * Z / np.sqrt(wr)
    minus = Z * np.sqrt(wr) / root_e[:, None]
    X, Y = (plus[:, -1] + minus[:, -1]) / 2, (plus[:, -1] - minus[:, -1]) / 2
    y2 = np.sum(Y**2)
    if R == 5:
        # Full problem with pairs of momentum +q and -q listed separately
        full = np.block([[np.diag(ep) + G, G], [-G, -np.diag(em) - G]])
        assert np.isclose(np.linalg.eigvals(full).real.max(), wr[-1], rtol=1e-8)
    assert np.isclose(np.sum(X**2) - y2, 1, atol=1e-8)
    assert np.allclose(Y / X, -(wr[-1] - ep) / (wr[-1] + ep), atol=1e-7)
    strength_t = 2 * Xt.sum(axis=0) ** 2 / N
    strength_r = 2 * plus.sum(axis=0) ** 2 / N
    moment_t = np.sum(wt * strength_t) / (q**2 / 2)
    moment_r = np.sum(wr * strength_r) / (q**2 / 2)
    K, ebar = K_and_ebar(q)
    # Tolerances follow the uneven number of lattice points near the sphere
    assert abs(wt[-1] / (K + ebar) - 1) < 0.3 / R
    assert abs(wr[-1] / np.sqrt(wp**2 + 0.6 * (kF * q) ** 2) - 1) < 0.01
    assert abs(moment_t / (1 + 2 * wp**2 * S0(q)**2 / q**4) - 1) < 0.6 / R
    assert np.isclose(moment_r, 1, rtol=1e-8)
    print(f"{N:6d} {size:5d} {q/kF:.5f} {wt[-1]*EV:9.4f} {wr[-1]*EV:8.4f} "
          f"{y2:8.4f}")
    details.append((N, moment_t, moment_r, strength_t[-1], strength_t.sum(),
                    strength_r[-1]))

# Largest box: size of the de-excitation part and strength of the modes
y2_law = 3 * wp / (8 * kF * q) - 0.5
assert abs(y2 - y2_law) < 0.05
assert abs(strength_t[-1] / S0(q) - 1) < 0.01
assert abs(strength_r[-1] / (q**2 / (2 * wp)) - 1) < 0.01
print("Boxes: electrons, first moment/(q^2/2) in TDA and in RPA")
for row in details:
    print(f"{row[0]:6d} {row[1]:10.4f} {row[2]:8.5f}")
print(f"Largest box: small-q law for sum Y^2 = {y2_law:.4f}")
print(f"Largest box: mean Y/X = {np.mean(Y/X):.4f}")
print(f"Largest box: TDA mode strength per electron = {details[-1][3]:.6f}")
print(f"Largest box: TDA total strength per electron = {details[-1][4]:.6f}")
print(f"Largest box: S0 from formula = {S0(q):.6f}")
print(f"Largest box: RPA plasmon strength per electron = {details[-1][5]:.6f}")
print(f"Largest box: q^2/(2 omega_p) = {q**2/(2*wp):.6f}")
print("tests ok")
```

It prints:

```
rs = 3.0 bohr, density n = 0.008842 bohr^-3
kF = 0.63972 bohr^-1, hbar omega_p = 9.0705 eV
sqrt(2) omega_p = 12.8276 eV
TDA limit of omega*(q/kF) = 5.5410 eV
Infinite gas: q/kF, K, ebar, K+ebar, TDA, RPA (eV), TDA*(q/kF) (eV)
0.400   13.6679  3.0097   16.6776   16.7679   9.7703   6.7071
0.200   27.6128  1.4898   29.1026   29.1128   9.2370   5.8226
0.100   55.3641  0.7430   56.1071   56.1084   9.1116   5.6108
0.050  110.7975  0.3713  111.1687  111.1689   9.0807   5.5584
0.025  221.6296  0.1856  221.8152  221.8152   9.0730   5.5454
At q=0.05 kF: cubic TDA coefficient = 0.17485 a.u.
Predicted cubic coefficient pi/18 = 0.17453 a.u.
At q=0.05 kF: (omega_RPA^2-omega_p^2)/(kF q)^2 = 0.60089
Smallest TDA frequency for q/kF in 0.02-0.80: 13.6621 eV at q/kF = 0.69
Local-exchange shift of TDA at q=0.05 kF = -0.0692 eV
Boxes: electrons, pairs, q/kF, TDA (eV), RPA (eV), sum Y^2
  1030    81 0.20111   30.1759   9.2389   1.1353
  8338   317 0.10016   56.7356   9.1118   2.6141
 66802  1257 0.05005  111.3442   9.0807   5.6311
Boxes: electrons, first moment/(q^2/2) in TDA and in RPA
  1030    21.0667  1.00000
  8338    77.2328  1.00000
 66802   300.3703  1.00000
Largest box: small-q law for sum Y^2 = 5.6022
Largest box: mean Y/X = -0.9219
Largest box: TDA mode strength per electron = 0.037634
Largest box: TDA total strength per electron = 0.037634
Largest box: S0 from formula = 0.037533
Largest box: RPA plasmon strength per electron = 0.001536
Largest box: q^2/(2 omega_p) = 0.001538
tests ok
```
